# Linear thermal expansion of a cubic crystal from its quasiharmonic free energy, part 2

The problem is to find the linear expansion coefficient $\alpha$ of a stable cubic crystal whose atomic positions are fixed by symmetry. In the quasiharmonic approximation, its vibrations are independent harmonic modes whose frequencies $\omega_i(V)$ depend on the volume $V$ but not explicitly on the temperature $T$. SI units are used. $U(V)$ is the energy with all atoms at rest on their lattice sites, $\hbar$ the reduced Planck constant and $k_B$ the Boltzmann constant. The Helmholtz free energy is

$$
F(V,T)=U(V)+\sum_i\left[\frac{\hbar\omega_i}{2}+k_BT\ln\left(1-e^{-\hbar\omega_i/k_BT}\right)\right].
$$

Subscripts $V$ and $T$ on $F$ denote partial derivatives; a prime means a derivative with respect to $V$. Mode $i$ has mean excitation number $n_i$, mean energy $E_i=\hbar\omega_i(n_i+\tfrac12)$, heat capacity $c_i$ at constant volume and Grüneisen parameter $\gamma_i$:

$$
n_i=\frac{1}{e^{\hbar\omega_i/k_BT}-1},\qquad
c_i=\left(\frac{\partial E_i}{\partial T}\right)_V,\qquad
\gamma_i=-\frac{\mathrm{d}\ln\omega_i}{\mathrm{d}\ln V},\qquad
\frac{\mathrm{d}\omega_i}{\mathrm{d}V}=-\frac{\gamma_i\omega_i}{V}.
$$

At external pressure $P$, equilibrium minimises $F+PV$ at fixed $T$, so $P=-F_V$. At zero pressure this gives $V\,U'(V)=\sum_i\gamma_iE_i$. The isothermal bulk modulus is $B_T=VF_{VV}$. The results so far are

$$
F_V=U'-\frac1V\sum_i\gamma_iE_i,\qquad
\alpha=\frac{\sum_i\gamma_ic_i}{3B_TV},\qquad
\omega_i\frac{\partial E_i}{\partial\omega_i}=E_i-Tc_i .
$$

All quantities in $\alpha$ are taken at the equilibrium volume $V(T)$, and the mode sum and $V$ must refer to the same amount of material. The volume expansion coefficient is $\beta=3\alpha$. For a crystal clamped on all sides,

$$
\left(\frac{\partial P}{\partial T}\right)_V=-F_{VT}=\frac1V\sum_i\gamma_ic_i=3\alpha B_T .
$$

By cubic symmetry, a strain that conserves volume has no linear term in $F$.

The question now to be answered is whether the stiffness of the static lattice may be used for $B_T$.

**A:** That is a further approximation. Differentiate $F_V$ once more at constant $T$. The product $V^{-1}\gamma_iE_i$ has three factors that depend on volume, and

$$
\frac{\partial E_i}{\partial V}=\frac{\partial E_i}{\partial\omega_i}\frac{\mathrm{d}\omega_i}{\mathrm{d}V}=-\frac{\gamma_i}{V}(E_i-Tc_i).
$$

Therefore

$$
F_{VV}=U''+\frac{1}{V^2}\sum_i\gamma_iE_i-\frac1V\sum_i\gamma_i'E_i+\frac{1}{V^2}\sum_i\gamma_i^2(E_i-Tc_i),
$$

and multiplication by $V$ gives

$$
B_T=VU''+\frac1V\sum_i\left[(\gamma_i+\gamma_i^2-V\gamma_i')E_i-\gamma_i^2Tc_i\right].
$$

The static modulus omits the sum, and it also takes $VU''$ at the wrong volume.

**Q:** Sound waves give a bulk modulus too. Is that the one?

**A:** If the compression is too fast for heat to flow, it is the adiabatic modulus $B_S$. Since $S=-F_T$, we have $(\partial S/\partial V)_T=-F_{VT}=\beta B_T$. With $C_V=\sum_ic_i$, constant entropy means

$$
0=\frac{C_V}{T}\,\mathrm{d}T+\beta B_T\,\mathrm{d}V .
$$

Put the resulting $\mathrm{d}T=-(T\beta B_T/C_V)\,\mathrm{d}V$ into $\mathrm{d}P=-(B_T/V)\,\mathrm{d}V+\beta B_T\,\mathrm{d}T$:

$$
B_S=-V\left(\frac{\partial P}{\partial V}\right)_S=B_T+\frac{VT(\beta B_T)^2}{C_V}.
$$

So $B_S\ge B_T$, and using $B_S$ in the formula would make $|\alpha|$ too small.

**Q:** Why not replace all the $\gamma_i$ by their average?

**A:** The average that belongs in the formula is weighted by heat capacity:

$$
\bar\gamma(T)=\frac{\sum_i\gamma_ic_i}{\sum_ic_i},\qquad \alpha=\frac{\bar\gamma\,C_V}{3B_TV}.
$$

With $x=\hbar\omega/k_BT$, differentiating $n$ gives

$$
c=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\frac{(x/2)^2}{\sinh^2(x/2)},\qquad
\frac{\mathrm{d}\ln c}{\mathrm{d}\ln x}=2-x\coth\frac x2\le0 .
$$

The inequality follows from $\tanh y\le y$ with $y=x/2$. Stiffer modes carry less weight. For $x\to0$ all weights tend to $k_B$, and $\bar\gamma$ becomes the plain mean.

**Q:** And near absolute zero?

**A:** In an infinite crystal only long acoustic waves remain excited, with $\omega=v\,q$, where $q$ is the wave number and the speed $v$ depends on direction and branch. Substituting $q=k_BTy/\hbar v$ in the integral over wave vectors turns $\mathrm{d}^3q$ into $T^3$ times a temperature-independent factor. If $\gamma$ tends to a limit for each direction and branch, both $\sum\gamma_ic_i$ and $C_V$ vary as $T^3$. Then $\alpha\propto T^3$, while $\bar\gamma$ tends to a constant.

**Q:** I would like to see numbers from a crystal whose $\gamma_i$ are calculated and not chosen.

**A:** Take a model face-centred cubic crystal in which each atom is bound to its 12 nearest neighbours by a Morse energy

$$
\phi(r)=D\left[e^{-2a(r-r_0)}-2e^{-a(r-r_0)}\right].
$$

The round parameters stand for no material: $D=8\times10^{-20}$ J, $r_0=2.8\times10^{-10}$ m, $ar_0=4$, and atomic mass $M=1\times10^{-25}$ kg. The cube edge is $\sqrt2\,r$ and the cube holds four atoms, so the volume per atom is $V=(\sqrt2\,r)^3/4=r^3/\sqrt2$. Each bond is shared by two atoms, so $U=6\phi$ per atom.

At $r_0$ we have $\phi'=0$ and $\phi''=2Da^2$, with primes on $\phi$ for derivatives with respect to $r$. Since $\mathrm{d}r/\mathrm{d}V=r/3V$, the static modulus is

$$
B_0=V\cdot6\phi''\left(\frac{r_0}{3V}\right)^2=\frac{4D(ar_0)^2}{3V}
=\frac{4\times8\times10^{-20}\times16}{3\times1.5522\times10^{-29}}\ \text{Pa}
=1.10\times10^{11}\ \text{Pa}.
$$

**Q:** How do the frequencies follow from the bonds?

**A:** Let $\mathbf n$ be the unit vector along a bond and $\mathbf d$ the relative displacement of its ends. To second order the new length is $r+\mathbf n\cdot\mathbf d+[d^2-(\mathbf n\cdot\mathbf d)^2]/2r$. The quadratic part of the bond energy is then

$$
\tfrac12\phi''(\mathbf n\cdot\mathbf d)^2+\tfrac12\frac{\phi'}{r}\left[d^2-(\mathbf n\cdot\mathbf d)^2\right].
$$

Forces from the linear part cancel between opposite neighbours. For a plane wave with wave vector $\mathbf q$ and unit polarisation $\mathbf e$, the terms from neighbours at $\mathbf R$ and $-\mathbf R$ combine to a cosine:

$$
M\omega^2\mathbf e=\sum_{\mathbf R}(1-\cos\mathbf q\cdot\mathbf R)\left[\phi''\,\mathbf n(\mathbf n\cdot\mathbf e)+\frac{\phi'}{r}\bigl(\mathbf e-\mathbf n(\mathbf n\cdot\mathbf e)\bigr)\right].
$$

This is a $3\times3$ eigenvalue problem for each $\mathbf q$. Under uniform expansion $\mathbf q\cdot\mathbf R$ stays fixed for a given mode.

**Q:** Can you see the $\gamma_i$ without a computer?

**A:** At the static volume, yes. Define $S_L=\sum_{\mathbf R}(1-\cos\mathbf q\cdot\mathbf R)(\mathbf n\cdot\mathbf e)^2$ and let $S_T$ be the same sum with $1-(\mathbf n\cdot\mathbf e)^2$. Then $M\omega^2=\phi''S_L$. A first-order change of an eigenvalue needs only the change of the matrix, so with $(\phi'/r)'=\phi''/r$ and $\phi'''=-3a\phi''$ at $r_0$,

$$
\gamma=-\frac r6\frac{\mathrm{d}\ln\omega^2}{\mathrm{d}r}
=-\frac16\left(\frac{r_0\phi'''}{\phi''}+\frac{S_T}{S_L}\right)
=\frac{ar_0}{2}-\frac{S_T}{6S_L}=2-\frac{S_T}{6S_L}.
$$

The first term is the weakening of the bond springs. The second is a stiffening: a stretched bond is under tension and resists sideways motion, like a string. At given $\mathbf q$ the sum $S_L+S_T$ is the same for all three branches, so a branch with lower frequency has smaller $S_L$ and smaller $\gamma$. Since low frequencies have the larger $c_i$, the weighted mean at each $\mathbf q$ cannot exceed the plain one. This does not settle the comparison between different $\mathbf q$, for which the full sum is needed.

**Q:** What does the full sum give?

**A:** The modes were sampled on a symmetric mesh of wave vectors. On this mesh the $\gamma_i$ at 300 K run from 0.98 to 1.94; some long transverse waves, which the mesh does not contain, have lower values. The two averages and the expansion are:

| $T$ (K) | $\bar\gamma$ | plain mean | $\alpha$ (1/K) |
|---|---|---|---|
| 50 | 1.427 | 1.576 | $2.25\times10^{-6}$ |
| 100 | 1.524 | 1.577 | $7.28\times10^{-6}$ |
| 300 | 1.579 | 1.586 | $1.252\times10^{-5}$ |
| 600 | 1.601 | 1.602 | $1.404\times10^{-5}$ |

At 50 K the plain mean would overestimate $\alpha$ by about 10 % of its value; at 600 K the difference is about 0.1 %.

**Q:** Show me one value of $\alpha$ in full.

**A:** At 300 K, per atom, $\sum\gamma_ic_i=6.119\times10^{-23}$ J/K, $B_T=1.0363\times10^{11}$ Pa and $V=1.5719\times10^{-29}$ m³. Thus $B_TV=1.629\times10^{-18}$ J and

$$
\alpha=\frac{6.119\times10^{-23}}{3\times1.629\times10^{-18}}\ \text{K}^{-1}=1.252\times10^{-5}\ \text{K}^{-1}.
$$

A bar of this model crystal 0.01 m long, heated by 10 K, grows by about $1.25\times10^{-6}$ m. Clamped on all sides, it would instead gain pressure at $3.89\times10^6$ Pa/K.

**Q:** That is the formula agreeing with itself. Did anything check it from outside?

**A:** Yes. The minimum of $F$ was located from its numerical slope, without any $\gamma_i$ or $c_i$, at several neighbouring temperatures, and $\ln V$ was differentiated. The result was tested against the formula at all four temperatures, and at 300 K under $2\times10^9$ Pa, to a relative tolerance of $10^{-6}$. That pressure lowers $\alpha$ to $1.139\times10^{-5}$ 1/K. The absence of a linear term for a volume-conserving tetragonal strain was tested at 300 K as well. The numerical output follows this text.

**Q:** Agreement to a millionth does not make the model that accurate.

**A:** No. It confirms the algebra on one and the same mesh. A finer mesh changes $\alpha$ at 300 K by 0.015 %. Convergence at 50 K was not examined. Any finite mesh without $\mathbf q=0$ has a lowest frequency, so close to absolute zero its heat capacity falls exponentially and misses the $T^3$ law.

**Q:** How bad is the static-lattice shortcut?

**A:** With $\gamma_i$, $c_i$, $B_T$ and $V$ all taken at the static volume, $\alpha$ is too low by 3.6 % at 50 K, 3.2 % at 100 K, 5.9 % at 300 K and 11.3 % at 600 K, relative to the full quasiharmonic value.

**Q:** The error is larger at 50 K than at 100 K. I expected it to grow steadily.

**A:** Separate the numerator from the denominator. At 50 K the true $B_TV$ is 0.988 of its static value, and at 100 K it is 0.983, so this part of the error does grow. The static $\sum\gamma_ic_i$, however, is 2.4 % too low at 50 K and 1.5 % too low at 100 K. One cause is visible in $\mathrm{d}\ln c/\mathrm{d}\ln x=2-x\coth(x/2)$, which approaches $2-x$ for large $x$: the heat capacity of a cold mode reacts strongly to the slightly too high static frequency. The $\gamma_i$ change with volume too, and the two contributions were not separated.

**Q:** At high temperature the heat capacity saturates. Why does $\alpha$ still rise between 300 and 600 K?

**A:** It rises by a factor of 1.121. The mode sum grows from $6.119\times10^{-23}$ to $6.524\times10^{-23}$ J/K, a factor of 1.066. The product $B_TV$ falls from $1.629\times10^{-18}$ to $1.549\times10^{-18}$ J, which contributes 1.051. The crystal becomes softer as it expands.

**Q:** Is that softening due to the vibrational sum in $B_T$?

**A:** No, not in this model. Between 300 and 600 K that sum changes by only about $4\times10^7$ Pa, while $B_T$ falls by $6.2\times10^9$ Pa. At 300 K $VU''=1.0317\times10^{11}$ Pa, already below the static $1.0995\times10^{11}$ Pa, because the bonds are stretched. The vibrational sum adds $4.6\times10^8$ Pa. It is small because of two near-cancellations. In the classical limit $E_i=Tc_i=k_BT$, the terms in $\gamma_i^2$ cancel and $(\gamma_i-V\gamma_i')k_BT$ is left. In this model that remainder is small too: the plain mean of $\gamma_i$ rises from 1.5855 to 1.6024 while $V$ grows from $1.5719\times10^{-29}$ to $1.5910\times10^{-29}$ m³, so the mean $V\gamma_i'$ is about 1.4, close to the mean $\gamma_i$. At 300 K the remainder gives only about $1.5\times10^8$ Pa; most of the rest is the part $\gamma_i^2(E_i-Tc_i)$ that has not yet cancelled. On heating the first part grows and the second shrinks, so their sum changes little. For comparison, the adiabatic correction at 300 K is

$$
B_S-B_T=\frac{1.5719\times10^{-29}\times300\times(3.892\times10^6)^2}{3.875\times10^{-23}}\ \text{Pa}=1.8\times10^9\ \text{Pa},
$$

or 1.8 % of $B_T$.

**Q:** When should I distrust the whole result for a real solid?

**A:** When its assumptions fail. The frequencies may depend on temperature even at fixed volume, through interactions between the vibrations, and those are missing here. This is to be expected near melting or a structural transition, but in some solids it matters well below them. If a mode becomes unstable, $F$ as written has no meaning. In a metal, the electrons add a free energy $F_{\text{el}}(V,T)$ with entropy $S_{\text{el}}=-\partial F_{\text{el}}/\partial T$. If the phonon frequencies still depend on volume alone, the mixed derivative gains one term, and

$$
\alpha=\frac{1}{3B_T}\left[\frac1V\sum_i\gamma_ic_i+\left(\frac{\partial S_{\text{el}}}{\partial V}\right)_T\right],
$$

where $B_T$ now includes the electronic part of $F_{VV}$.

**Q:** Must $\alpha$ be positive?

**A:** No. $B_T$, $V$ and every $c_i$ are positive, but $\gamma_i$ may have either sign. In the model, $\gamma=ar_0/2-S_T/6S_L$ at the static volume shows how a negative value can arise: the tension term wins if $S_T>3ar_0S_L$, which requires a mode that moves the atoms almost entirely sideways to the bonds it strains. With $ar_0=4$ this does not happen for any sampled mode at 300 K. A crystal in which modes with negative $\gamma_i$ outweigh the others in $\sum_i\gamma_ic_i$ shrinks when it is heated at constant pressure.

## Table of computed values

```
Well depth: 8.00e-20 J
Morse bond length: 2.80e-10 m
Steepness times bond length: 4.0
Atomic mass: 1.00e-25 kg
Static volume per atom: 1.5522e-29 m^3
Static bulk modulus: 1.0995e+11 Pa
Highest static mesh frequency: 5.055e+13 rad/s
T = 50 K: V = 1.5606e-29 m^3, B_T = 1.0801e+11 Pa
  C_V = 7.9545e-24 J/K, sum gamma c = 1.1353e-23 J/K
  gamma: weighted = 1.4272, plain mean = 1.5755
  alpha direct = 2.24518e-06 1/K, formula = 2.24518e-06 1/K
  alpha with static-lattice values = 2.1641e-06 1/K
  static-lattice error = -3.61 %
T = 100 K: V = 1.5617e-29 m^3, B_T = 1.0743e+11 Pa
  C_V = 2.4055e-23 J/K, sum gamma c = 3.6648e-23 J/K
  gamma: weighted = 1.5235, plain mean = 1.5765
  alpha direct = 7.28136e-06 1/K, formula = 7.28136e-06 1/K
  alpha with static-lattice values = 7.0492e-06 1/K
  static-lattice error = -3.19 %
T = 300 K: V = 1.5719e-29 m^3, B_T = 1.0363e+11 Pa
  C_V = 3.8753e-23 J/K, sum gamma c = 6.1186e-23 J/K
  gamma: weighted = 1.5789, plain mean = 1.5855
  alpha direct = 1.25201e-05 1/K, formula = 1.25201e-05 1/K
  alpha with static-lattice values = 1.1785e-05 1/K
  static-lattice error = -5.87 %
T = 600 K: V = 1.5910e-29 m^3, B_T = 9.7387e+10 Pa
  C_V = 4.0755e-23 J/K, sum gamma c = 6.5241e-23 J/K
  gamma: weighted = 1.6008, plain mean = 1.6024
  alpha direct = 1.40361e-05 1/K, formula = 1.40361e-05 1/K
  alpha with static-lattice values = 1.2452e-05 1/K
  static-lattice error = -11.29 %
Mode gamma at 300 K: min = 0.984, max = 1.944
V dU/dV at 300 K: 2.1093e-20 J
Sum gamma E at 300 K: 2.1093e-20 J
Clamped pressure rise at 300 K: 3.8924e+06 Pa/K
Bond part of B_T at 300 K: 1.0317e+11 Pa
Vibrational part of B_T at 300 K: 4.5865e+08 Pa
External pressure: 2.0e+09 Pa
alpha at 300 K under this pressure: 1.1391e-05 1/K
Mesh points in octant: 216, finer mesh: 1000
Change of alpha at 300 K on finer mesh: 0.0150 %
```
